\section*{Damped Newton solution of Poisson screening at an abrupt dopant step}

\section{Scaling and the equation}

Silicon in equilibrium has donor density $N_1$ for $x<0$ and $N_2>N_1$ for $x>0$. In a mean-field description with fully ionised donors and Boltzmann statistics, the dopants and the dielectric constant $\varepsilon$ enter only through Poisson's equation, and the temperature sets the unit of potential, $kT/e$. Dividing Poisson's equation by this unit leaves one coupling,
\begin{equation}
 \kappa=\frac{4\pi e^2}{\varepsilon kT}\quad\text{(Gaussian units)},
\end{equation}
which is a length and multiplies every density. Since $\kappa N_2$ is an inverse length squared, the potential must have the form
\begin{equation}
 \phi=\frac{kT}{e}\,f\!\left(x\sqrt{\kappa N_2},\ \frac{N_1}{N_2},\ \frac{n_i}{N_2}\right),
\end{equation}
where $n_i$ is the intrinsic carrier density. At fixed density ratios the field therefore scales as $(kT/e)\sqrt{\kappa N_2}$. What remains is to find $f$.

The electron charge is $-e$, the Fermi level is the zero of energy, and $u=e\phi/kT$. With Boltzmann statistics the carrier densities are $n=n_ie^{u}$ and $p=n_ie^{-u}$. All donors are taken as ionised, so the charge density is $e(N+p-n)$, and $\phi''=-4\pi e(N+p-n)/\varepsilon$ becomes
\begin{equation}
 u''=\kappa\,(2n_i\sinh u-N),\qquad u'=0\ \text{at both distant ends}.
 \label{pde}
\end{equation}
Far from the step the bracket vanishes, so $u_b=\operatorname{arsinh}(N_b/2n_i)$ with $b=1,2$. A small deviation $w$ from $u_b$ obeys $w''=\kappa c_bw$, where
\begin{equation}
 c_b=2n_i\cosh u_b=\sqrt{N_b^2+4n_i^2},\qquad \lambda_b=(\kappa c_b)^{-1/2}.
\end{equation}
Here $\lambda_b$ is the linear screening length of side $b$.

\section{The scheme}

Nodes $j=0,\dots,M$ have spacing $h$, and one node lies on the step. Node $j$ owns a cell of width $V_j=h$, or $h/2$ at the ends. Integrate (\ref{pde}) over each cell, replace $u'$ at a face by $g_{j+1/2}=(u_{j+1}-u_j)/h$, and set the flux through the two outer faces to zero. The residual is
\begin{equation}
 R_j=-g_{j+1/2}+g_{j-1/2}+\kappa V_j(2n_i\sinh u_j-N_j),
 \label{res}
\end{equation}
where $N_j$ is the cell average of the donor density. The cell on the step thus has $(N_1+N_2)/2$.

\subsection{Discrete charge conservation}

Let $Q_m=e\sum_{j\le m}V_j(N_j+p_j-n_j)$ be the charge per area in the cells up to $m$. Summing (\ref{res}) up to $m$ cancels each inner face flux, because it occurs once with each sign:
\begin{equation}
 \sum_{j\le m}R_j=-g_{m+1/2}-\kappa Q_m/e .
\end{equation}
If $R=0$, the field $E=-(kT/e)g_{m+1/2}$ equals $\kappa kTQ_m/e^2=4\pi Q_m/\varepsilon$, which is Gauss's law at that face. For $m=M$ the outer flux is zero, and
\begin{equation}
 Q_M=-\frac{e}{\kappa}\sum_jR_j,\qquad |Q_M|\le\frac{e}{\kappa}\sqrt{M+1}\,\|R\| .
 \label{charge}
\end{equation}
The equality holds at every iterate, converged or not. Net charge is thus one linear combination of the residuals. It can vanish while the residuals themselves are large, so it cannot replace them as a stopping criterion.

\subsection{Jacobian and a sign rule}

The Jacobian is $J=A+D$, with
\begin{equation}
 (Aw)_j=\frac{w_j-w_{j+1}}h+\frac{w_j-w_{j-1}}h,\qquad D_j=2\kappa V_jn_i\cosh u_j,
\end{equation}
where terms with missing neighbours are dropped. Two properties carry the analysis.

First, $w^{T}Aw=\sum_j(w_{j+1}-w_j)^2/h\ge0$ and $D_j\ge m$, with $m=\kappa n_ih$ set by the half cells. Hence $\|Jw\|\ge m\|w\|$, and $J$ is invertible.

Second, let $B$ be any positive diagonal matrix. If $(A+B)w\le0$ in every component, then $w\le0$. To see this, take the node where $w$ is largest. There $(Aw)_j\ge0$, so $B_jw_j\le0$. Reversing all signs gives the corresponding rule for $\ge$.

$R$ is the gradient of
\begin{equation}
 G=\sum_j\frac{(u_{j+1}-u_j)^2}{2h}+\sum_j\kappa V_j(2n_i\cosh u_j-N_ju_j),
\end{equation}
which is strictly convex and grows without bound in every direction. It has one minimum, so $R=0$ has one solution $u^*$. At the node where $u^*$ is smallest, $(Au^*)_j\le0$, hence $2n_i\sinh u^*_j\ge N_j\ge N_1$ and $u^*\ge u_1$. The same argument at the largest value gives $u^*\le u_2$.

\section{Damped Newton iteration}

\begin{verbatim}
u = start;  r = R(u);  scale = norm(kappa*V*N)
while norm(r) > 1e-11 * scale:
    solve J(u) d = -r            # tridiagonal
    t = 1
    while R(u+t*d) is not finite or
          norm(R(u+t*d)) > (1 - 1e-4*t)*norm(r):
        t = t/2                  # stop with an error if t < 1e-10
    u = u + t*d;  r = R(u)
report norm(r)/scale, net charge, error bound
\end{verbatim}

\subsection{Why it converges from any start}

Let $a=10^{-4}$. Since $\|R(u)-R(v)\|\ge m\|u-v\|$, the set where $\|R\|$ does not exceed its starting value $\|R_0\|$ is bounded. Trial steps obey $\|d\|\le\|R\|/m$, so they stay in a slightly larger bounded set, on which $J$ has some Lipschitz constant $L$. Because $Jd=-R$, Taylor's theorem gives
\begin{equation}
 \|R(u+td)\|\le(1-t)\|R\|+\tfrac12Lt^2\|d\|^2
 \le\Big(1-t+\frac{Lt^2\|R\|}{2m^2}\Big)\|R\| .
 \label{taylor}
\end{equation}
The step is accepted once $Lt\|R\|/(2m^2)\le1-a$, that is, for $t\le t_*=2(1-a)m^2/(L\|R\|)$. Halving from one therefore stops with $t\ge\min(1,t_*/2)$. As $\|R\|\le\|R_0\|$, this limit has a positive lower bound. Each step then reduces $\|R\|$ by at least a fixed factor below one, and $R\to0$. Once $\|R\|$ is small enough that $t_*\ge1$, full steps are taken and (\ref{taylor}) with $t=1$ reads $\|R_{\rm new}\|\le L\|R\|^2/(2m^2)$, which is quadratic convergence. The constants are very pessimistic. They prove convergence but do not predict the number of steps. The proof also assumes exact arithmetic and no lower limit on $t$, and a poor start with small $n_i$ strains both. In the example below, cooled to 200 K ($n_i\approx5\times10^{4}\ \mathrm{cm^{-3}}$), the start $u=0$ needs $t\approx10^{-10}$, the limit in the listing, and at 150 K $J(0)$ is singular to rounding. At the locally neutral start $D_j\approx\kappa V_jN_j$ does not depend on $n_i$, which makes it the safer choice.

\subsection{What full steps do}

For $u\ge0$ each $R_j$ is convex in $u_j$, because $\sinh$ is convex there. Hence
\begin{equation}
 0=R(u^*)\ge R(u)+J(u)(u^*-u)=J(u)(u^*-u-d),
\end{equation}
and the sign rule gives $u+d\ge u^*$. One full step from any nonnegative start lands on or above the solution. The new residual contains only the Taylor remainder,
\begin{equation}
 R_j(u+d)=\kappa V_jn_i\sinh(\xi_j)\,d_j^2\ge0,
\end{equation}
with $\xi_j$ between $u_j$ and $u_j+d_j$. By the sign rule the next update is then $\le0$. Later full steps descend monotonically towards $u^*$, and by (\ref{charge}) the net charge is negative on the way: the linearisation places too many electrons.

The descent can be slow. In a uniform region with $n\gg N$, Newton's update is $d\approx-(n-N)/n\approx-1$, however far away the solution is. The residual then falls by a factor of about $2.7$ per step, so the line search accepts $t=1$. Damping limits the overshoot but does not shorten the way back from a start that is too high.

\subsection{Error bound}

Write $w=u-u^*$. By the mean value theorem $R(u)=(A+\bar D)w$, with $\bar D_j\ge2\kappa V_jn_i\cosh u_{\rm low}$. Here $u_{\rm low}\ge0$ is a lower bound of both $u$ and $u^*$, or zero if none is known. At the node of largest positive $w$, $(Aw)_j\ge0$ gives $\bar D_jw_j\le R_j$, and the most negative $w$ is treated alike. Therefore
\begin{equation}
 \max_j|u_j-u_j^*|\le\frac{\max_j|R_j/V_j|}{2\kappa n_i\cosh u_{\rm low}} .
 \label{cert}
\end{equation}
This bounds the distance to the solution of the discrete equations, not to that of (\ref{pde}).

The same inequality gives the grid error when the exact solution of (\ref{pde}) is inserted in $R$. The face slope differs from $u'$ by $h^2u'''/24$ to leading order. Since $u'''=2\kappa n_iu'\cosh u$ is continuous across the step, the difference between two neighbouring faces is $O(h^3)$. The integral of $\sinh u$ over a cell is also reproduced to $O(h^3)$, because the linear term cancels by symmetry, or vanishes at the ends where $u'=0$. The donors are counted exactly. So $R_j/V_j=O(h^2)$, and the scheme is second order.

If the cell on the step is instead given $N_2$ throughout, the grid holds the donors of a step at $x=-h/2$. The node value is then wrong by about $u'(0)h/2$, which is first order. The net charge still vanishes, since the electrons neutralise whatever donors are supplied.

\subsection{Cost and failure modes}

One step costs a tridiagonal solve and one residual per trial $t$, so work and memory grow linearly with $M$. $J$ is symmetric, positive definite and diagonally dominant, so elimination needs no pivoting. These cases need care:
\begin{itemize}
\item The exponential overflows. Non-finite trials must count as rejected.
\item The tolerance lies below the rounding level of $g$. The line search then finds no decrease and must stop with an error. The relative rounding level grows as $h^{-2}$. In the example below it is $7\times10^{-13}$ at $h=1$ nm and $1.1\times10^{-11}$ at $h=0.25$ nm, where the tolerance $10^{-11}$ is no longer reached and has to be loosened. The limit on $t$ should not be much smaller than $10^{-10}$: for $t$ below about $5\times10^{-13}$ the factor $1-10^{-4}t$ rounds to one, a step that changes nothing is accepted, and the loop never ends.
\item $h$ is comparable with $\lambda_2$, or an end lies within a few $\lambda_b$ of the step. The iteration still converges, but the largest slope on the grid, or the potential at that end, then differs clearly from the infinite system. In the example below, $h=13$ nm makes the largest slope about a fifth too small. An end three $\lambda_b$ from the step is still off by $5$ mV on the left and $3$ mV on the right, and at five $\lambda_b$ by $0.7$ and $0.4$ mV.
\item One side is $p$-type. The convergence proof and (\ref{cert}) with $u_{\rm low}=0$ survive, but the monotone descent does not, since $\sinh u$ is concave for $u<0$.
\end{itemize}

\section{Closed form at the step}

Multiply (\ref{pde}) by $u'$ and integrate from the bulk of side $b$, where $u'=0$:
\begin{equation}
 \tfrac12u'^2=\kappa\,[\,2n_i\cosh u-c_b-N_b(u-u_b)\,].
 \label{first}
\end{equation}
Both sides must give the same slope at $x=0$, where $u=u_0$. The $\cosh$ terms cancel, leaving $c_1+N_1(u_0-u_1)=c_2+N_2(u_0-u_2)$, or
\begin{equation}
 u_0=\frac{N_2u_2-N_1u_1-(c_2-c_1)}{N_2-N_1}.
\end{equation}
For $n_i\ll N_1$ one has $c_b=N_b$ and $u_2-u_1=\ln r$, with $r=N_2/N_1$. The drop $\delta=u_2-u_0$ on the heavily doped side and the slope follow, the latter from (\ref{first}) with $b=2$ and $2n_i\cosh u_0=N_2e^{-\delta}$:
\begin{equation}
 \delta=1-\frac{\ln r}{r-1},\qquad u'(0)^2=2\kappa N_2\,(e^{-\delta}-1+\delta).
 \label{delta}
\end{equation}

There are two limits. For $r=1+\eta$ with $\eta\ll1$, $\delta=\eta/2$: the two sides share the potential equally, and $u'(0)=\eta/(2\lambda)$, which is linear screening. For $r\to\infty$, $\delta\to1$: the heavily doped side drops $kT/e$ however large the step, and the rest falls on the lightly doped side. The field then saturates at $0.86\,kT/(e\lambda_2)$, the factor being $\sqrt{2\exp(-1)}$.

\section{Worked example}

Take $N_1=10^{15}$ and $N_2=10^{17}\ \mathrm{cm^{-3}}$, $T=300$ K, $\varepsilon=11.7$ and $n_i=10^{10}\ \mathrm{cm^{-3}}$. Then $kT=25.85$ meV and $\kappa=59.8$ nm, and the screening lengths are $129$ nm and $12.9$ nm. The grid runs from $-2600$ to $400$ nm, at least 20 screening lengths on each side, with $h=1$ nm.

The potential step is $25.85\times\ln100=119$ mV. Equation (\ref{delta}) gives $\delta=1-4.605/99=0.9535$, so $24.6$ mV drop on the right and $94.4$ mV on the left. With $\kappa N_2=5.98\times10^{-3}\ \mathrm{nm^{-2}}$,
\begin{equation}
 u'(0)=\sqrt{2\times5.98\times10^{-3}\times0.339}=0.0637\ \mathrm{nm^{-1}} .
\end{equation}
The field is $0.0637\times25.85$ mV/nm $=16.5$ kV/cm in magnitude and points from the heavily to the lightly doped side. The electrons transferred number $u'(0)/\kappa=1.06\times10^{11}\ \mathrm{cm^{-2}}$, or $0.017\ \mathrm{\mu C/cm^2}$. Summing the cell charges left of the step, with half of the step cell, gives $16.466$ kV/cm, against $16.462$ from the closed form.

The first run starts from local neutrality, $u_j=\operatorname{arsinh}(N_j/2n_i)$. The table lists $\|R\|$ relative to $\|\kappa VN\|$ and the net charge $Q_M/e$. Every accepted step has $t=1$.

\begin{center}
\begin{tabular}{ccc}
step & relative residual & $Q_M/e$ ($\mathrm{cm^{-2}}$)\\
0 & $4.3\times10^{1}$ & $-5\times10^{-3}$\\
1 & $1.2\times10^{-1}$ & $-2.1\times10^{11}$\\
2 & $2.1\times10^{-2}$ & $-4.3\times10^{10}$\\
3 & $1.3\times10^{-3}$ & $-3.1\times10^{9}$\\
4 & $7.6\times10^{-6}$ & $-1.9\times10^{7}$\\
5 & $2.9\times10^{-10}$ & $-7.6\times10^{2}$\\
6 & $6.7\times10^{-13}$ & $2\times10^{-4}$
\end{tabular}
\end{center}

The start is neutral to rounding and yet has the largest residual, because its potential jumps within two grid intervals. From step 1 to step 5 the net charge is negative, as convexity requires. At steps 4 and 5 the residual is four to five times the square of the one before. The last does not follow this law, since it has reached rounding: numbers near 16 are stored to about $10^{-15}$, which over 3001 nodes gives a norm near $10^{-13}\ \mathrm{nm^{-1}}$, or $10^{-12}$ of the scale $0.12\ \mathrm{nm^{-1}}$. The final net charge is $2\times10^{-15}$ of the transferred charge. Gauss's law holds at every face to $6\times10^{-14}$ of the largest slope, and (\ref{cert}) bounds the algebraic error by $3\times10^{-9}$ mV.

The grid error is far larger. For $h=4,2,1$ nm the interface value $u_0$ is off by $9.7$, $2.4$ and $0.60$ in units of $10^{-4}$, a factor of four per halving. With the whole step cell given $N_2$ the errors are $0.125$, $0.063$ and $0.032$. The last agrees with $u'(0)h/2=0.0318$.

The intrinsic start $u=0$ shows what damping is for. Summing $Jd=-R$ over all cells removes $A$ and gives the mean update $\bar N/(2n_i)$. Here $\bar N=(2600\times10^{15}+400\times10^{17})/3000=1.42\times10^{16}\ \mathrm{cm^{-3}}$, so the mean is $7.1\times10^5$. The exponential of this overflows double precision. In exact arithmetic the descent by about one per step would take some $7\times10^5$ steps. The line search halves $t$ 16 times, which cuts the update to about 11, then five times and once. Four full steps follow, and the run ends after seven steps. A start 20 above neutrality takes 25 steps, all with $t=1$.

\section{Beside a real device}

The densities are rough typical values for an epitaxial buffer under the drift layer of a punch-through silicon power device, though drift layers for high voltages are doped more lightly. The step between such layers is not perfectly abrupt. Solving with an error-function profile of 20 nm standard deviation, all else fixed, lowers the peak field from $16.5$ to $9.5$ kV/cm. At an operating temperature of 400 K, with $n_i\propto T^{3/2}e^{-E_g/2kT}$ and $E_g=1.2$ eV (the gap extrapolated to zero temperature), the abrupt step rises to $159$ mV. Since $n_i$ is still far below $N_1$, (\ref{delta}) applies and the field scales as $\sqrt T$, so it rises to $16.46\sqrt{4/3}=19.0$ kV/cm. The largest slope on the grid gives $18.7$ kV/cm, because it belongs to a face half a spacing away from the peak. The 300 K field is about 5\% of a rough breakdown field of $0.3$ MV/cm. The step is far smaller than the gap, so the bands do not overlap and interband tunnelling is absent.

If only the ground level of the donor is counted, incomplete ionisation follows from $n^2/(N-n)=\tfrac12N_ce^{-E_d/kT}$, where $N_c=2(m_dkT/2\pi\hbar^2)^{3/2}$. With $E_d=45$ meV and $m_d=1.08\,m$ it leaves $96\%$ of the right-hand donors ionised and lowers the step by $1$ mV. Real donors can hold more electrons than this suggests, because they have excited levels close above the ground level. For phosphorus these are ten states, spin included, some $12$ meV higher. Counting them as well leaves about $87\%$ ionised and lowers the step by about $3.5$ mV. This figure depends on where the sum over levels is cut. Adding the unscreened $n=2$ levels gives about $76\%$ and $7$ mV. Screening with length $\lambda_2$ works the other way: in a hydrogenic model it leaves the $n=2$ levels bound by only about $1$ meV and raises the $1s$ levels by some $8$ meV, which gives about $90\%$ and $2.6$ mV. Fermi statistics shift the right-hand potential by $kTN_2/(\sqrt8\,eN_c)\approx0.03$ mV.

The mean-field assumption itself is weaker. A sphere of radius $\lambda_2$ holds $0.9$ donors on average. Independent donors with screened potentials give an electron energy spread
\begin{equation}
 \sigma=\Big[N_2\!\int\!\Big(\frac{e^2}{\varepsilon r}e^{-r/\lambda_2}\Big)^2d^3r\Big]^{1/2}
 =\frac{e^2}{\varepsilon}\sqrt{2\pi N_2\lambda_2}\approx11\ \mathrm{meV}.
\end{equation}
An electron also lowers its energy by about $e^2/(2\varepsilon\lambda_2)\approx5$ meV through the screening cloud around it. Both figures are order estimates, because linear screening is doubtful with so few donors per sphere. The computed $u(x)$ thus stands at best for an average over planes parallel to the step. Incomplete ionisation, the screening cloud and the donor disorder (through a shift of about $\sigma^2/2kT$) each lower the step by roughly two to four millivolts. The $119$ mV may therefore be too high by something of order $10$ mV (the three terms are not independent, since binding and disorder come from the same donor potentials), far more than the grid or the iteration contributes.
